# Fastest wrinkles of a compressed oxide scale on a deep viscous substrate, part 1

(Sections cited here and not found follow in the second part.)

## Why the fastest wrinkle is √3 times the shortest

An elastic alumina scale 1 µm thick, compressed to 1 GPa on a deep, slowly creeping alloy, is calculated by thin-plate theory to be stable against every ripple shorter than 34.95 µm, while the ripple that grows fastest has a wavelength of 60.54 µm. The quotient of the two lengths is 1.732, which is $\sqrt3$ to the digits given. The stress, the stiffness and the thickness of the scale each affect the two lengths, and the viscosity of the alloy sets how fast everything happens, yet none of them appears in the quotient. The explanation lies in how three effects depend on wavelength: the release of compression, the cost of bending, and the drag of the substrate.

Let the scale have thickness $h$, Young modulus $E$ and Poisson ratio $\nu$. It is flat at first and carries a uniform in-plane stress of magnitude $\sigma$, counted positive in compression. The $z$ axis points upward, and the substrate fills the half-space $z<0$. The substrate is an incompressible Newtonian liquid of viscosity $\eta$, moving so slowly that inertia is negligible. Gravity and interface tension are left out. The scale is disturbed by a small upward deflection

$$w(x,t)=A(t)\cos kx,\qquad \lambda=\frac{2\pi}{k},$$

with slopes much smaller than one and a wavelength much longer than the thickness, $kh\ll1$. The compressive force per unit width, $N=\sigma h$, is held constant during the disturbance.

The bending stiffness comes first. Nothing varies along $y$, so the strain increment $e_{yy}$ is zero, and the upper and lower faces of a thin plate carry almost no normal stress. Hooke's law for the increments then reads $E e_{yy}=\sigma_{yy}-\nu\sigma_{xx}=0$, which gives $\sigma_{yy}=\nu\sigma_{xx}$, and therefore $E e_{xx}=\sigma_{xx}-\nu\sigma_{yy}=(1-\nu^2)\sigma_{xx}$. The modulus that matters is thus

$$\bar E=\frac{E}{1-\nu^2}.$$

Let $\zeta$ be the height above the midplane of the scale. In a thin plate, lines that were perpendicular to the midplane stay perpendicular to it, so that bending produces the strain $e_{xx}=-\zeta\,w''$, where a prime on $w$ means a derivative with respect to $x$. The elastic energy per unit area is

$$\int_{-h/2}^{h/2}\frac{\bar E}{2}\,\zeta^2 (w'')^2\,d\zeta=\frac{D}{2}(w'')^2,\qquad D=\frac{\bar E h^3}{12}.$$

The compression enters through a change of length. A midplane element of original length $dx$ that is displaced by $u(x)$ along the plane and by $w(x)$ across it acquires the extra strain

$$e=u'+\tfrac12 (w')^2$$

to second order in the slope. The compressed scale gives up the energy $Ne$ per unit area when it lengthens, and the change of stress that accompanies the lengthening costs $\tfrac12\bar E h e^2$. Over a whole wavelength the average of $u'$ vanishes, because $u$ is periodic. To second order in the displacements, the average energy per unit area is therefore

$$\mathcal E=\left\langle \tfrac12 D(w'')^2-\tfrac12N(w')^2+\tfrac12\bar E h(u')^2\right\rangle .$$

There is no product of $u$ and $w$ at this order, so the two displacements may be treated separately. A compressive stress along $y$ does not enter either, since no strain along $y$ occurs on which it could do work. An equally compressed scale has no preferred direction at this stage, and the $x$ axis may be laid along any wavevector.

For the cosine ripple, $\langle (w'')^2\rangle=k^4A^2/2$ and $\langle(w')^2\rangle=k^2A^2/2$. The part of the energy that depends on $A$ is

$$\mathcal E_w=\tfrac14\left(Dk^4-Nk^2\right)A^2 .$$

Suppose that an upward load $Q\cos kx$ per unit area holds the ripple in place. When $A$ changes by $dA$, the load does the average work $\langle Q\cos^2kx\rangle\,dA=\tfrac12Q\,dA$, and this must equal $d\mathcal E_w$. Hence

$$Q=\left(Dk^4-Nk^2\right)A. \tag{1}$$

When $Q$ is positive, the plate has to be pushed into its rippled shape and would spring back. When $Q$ is negative, the plate pushes outward by itself and has to be restrained. The sign changes where $Dk^2=N$. Short ripples are stiff because bending costs $k^4$, whereas lengthening releases only $k^2$.

With no substrate, this energy would decide which ripples are possible but not how fast they grow. The rate is set by the liquid, which must follow the scale up and down. Let the liquid velocity and pressure be

$$v_x=U(z)\sin kx,\qquad v_z=W(z)\cos kx,\qquad p=\Pi(z)\cos kx .$$

From here on, primes on $U$, $W$ and $\Pi$ mean derivatives with respect to $z$. Incompressibility, $\partial_xv_x+\partial_zv_z=0$, gives $kU+W'=0$, or $U=-W'/k$. The $x$ component of the Stokes equation, $\eta\nabla^2v_x=\partial_xp$, becomes $\eta(U''-k^2U)=-k\Pi$. With $U$ replaced by $-W'/k$, the pressure is

$$\Pi=\frac{\eta}{k^2}\left(W'''-k^2W'\right). \tag{2}$$

The $z$ component, $\eta\nabla^2v_z=\partial_zp$, becomes $\eta(W''-k^2W)=\Pi'$. Inserting (2) and multiplying by $k^2/\eta$ gives $k^2W''-k^4W=W''''-k^2W''$, that is,

$$W''''-2k^2W''+k^4W=\left(\frac{d^2}{dz^2}-k^2\right)^2W=0 . \tag{3}$$

The four solutions are $e^{kz}$, $ze^{kz}$, $e^{-kz}$ and $ze^{-kz}$. The last two grow without limit as $z\to-\infty$ and are excluded in a half-space. What remains is $W=(a+bz)e^{kz}$, so the motion dies out over a depth of order $1/k$.

The constants follow from the motion of the surface. Because the deflection is small, the conditions may be imposed at $z=0$. Let the surface have the vertical velocity amplitude $V=\dot A$ and, for generality, a tangential velocity amplitude $U_0$. Then $W(0)=a=V$, and $W'(0)=b+ka=-kU_0$ gives $b=-k(V+U_0)$. Repeated differentiation of $(a+bz)e^{kz}$ yields the surface values

$$W''(0)=k^2a+2kb=-k^2V-2k^2U_0,$$

$$W'''(0)=k^3a+3k^2b=-2k^3V-3k^3U_0 .$$

Equation (2) then gives the surface pressure amplitude

$$\Pi(0)=\eta\left(-2kV-3kU_0+kU_0\right)=-2\eta k(V+U_0).$$

The normal stress, positive in tension, is $\sigma_{zz}=-p+2\eta\,\partial_zv_z$. Its amplitude at the surface is

$$2\eta k(V+U_0)+2\eta(-kU_0)=2\eta kV. \tag{4}$$

The shear stress is $\eta(\partial_zv_x+\partial_xv_z)$, with amplitude $\eta(U'-kW)$. Since $U'(0)=-W''(0)/k=kV+2kU_0$, this amplitude is

$$\eta\left(kV+2kU_0-kV\right)=2\eta kU_0. \tag{5}$$

Vertical motion therefore produces only normal stress, and tangential motion only shear stress. This separation belongs to the deep incompressible liquid. It makes the kind of contact unimportant at leading order: a bonded scale whose surface does not move sideways, and a scale that slides freely on the liquid, meet the same normal resistance.

For a bonded scale there is still a small sideways motion to account for. Bending moves the lower face tangentially by $(h/2)w'$ relative to the midplane, so its tangential speed is $kh/2$ times its vertical speed. Both motions have the same drag coefficient $2\eta k$, and the dissipated power is proportional to the square of the speed. The tangential part thus adds a fraction $(kh/2)^2$ to the dissipation, which is neglected for $kh\ll1$. The displacement $u$, which is uniform through the thickness, does not feed the ripple either. Its elastic restoring force has amplitude $\bar Ehk^2u$ and works against the drag $2\eta k\dot u$, so a displacement of this kind, left to itself, decays at the rate $\bar Ehk/(2\eta)$. This is so much faster than the ripple grows that the drag on the lower face of a bonded scale maintains only a very small $u$.

The liquid can now be joined to the plate. Where the surface rises, $\sigma_{zz}$ in (4) is tensile: the liquid is being pulled up and pulls the plate down. The upward load on the plate is therefore $Q=-2\eta k\dot A$. Putting this into (1) gives

$$2\eta k\,\dot A=\left(Nk^2-Dk^4\right)A .$$

The solution is $A\propto e^{st}$ with the growth rate

$$s(k)=\frac{Nk-Dk^3}{2\eta}. \tag{6}$$

The shortest unstable wavelength belongs to $s=0$ at nonzero $k$, which gives $k_c^2=N/D$. The fastest growth requires

$$\frac{ds}{dk}=\frac{N-3Dk^2}{2\eta}=0,\qquad k_m^2=\frac{N}{3D}=\frac{k_c^2}{3}.$$

The second derivative, $-3Dk/\eta$, is negative, so this is a maximum. Since the wavelength is inversely proportional to the wavenumber,

$$\lambda_c=2\pi\sqrt{\frac DN},\qquad \lambda_m=2\pi\sqrt{\frac{3D}{N}}=\sqrt3\,\lambda_c . \tag{7}$$

At the maximum $Dk_m^2=N/3$, so bending cancels one third of the drive, and

$$s_m=\frac{k_m}{2\eta}\left(N-\frac N3\right)=\frac{Nk_m}{3\eta}. \tag{8}$$

The factor $\sqrt3$ depends on the drag as well as on the plate. Suppose that the resistance to vertical motion varied as $k^m$. The rate would then be proportional to $k^{2-m}-k^{4-m}/k_c^2$, and setting its derivative to zero would give

$$\frac{k_c^2}{k_m^2}=\frac{4-m}{2-m}\qquad(m<2). \tag{9}$$

A drag independent of wavelength, $m=0$, would give a wavelength ratio of $\sqrt2$. The deep liquid has $m=1$ and gives $\sqrt3$. At wavelengths beyond $\sqrt2\,\lambda_c$ a longer ripple has a weaker drive, but it also shears the liquid more gently, and this second effect moves the optimum toward longer wavelengths.

Substituting $N=\sigma h$ and $D=\bar Eh^3/12$ shows what controls each quantity. Since $3D/N=\bar Eh^2/(4\sigma)$,

$$\lambda_m=\pi h\sqrt{\frac{\bar E}{\sigma}},\qquad s_m=\frac{2\sigma}{3\eta}\sqrt{\frac{\sigma}{\bar E}} . \tag{10}$$

At fixed stress, a thicker scale chooses a proportionally longer wavelength but reaches the same peak rate.

For the alumina scale, take the rough values $E=350$ GPa, $\nu=0.24$, $h=1$ µm and $\sigma=1$ GPa. Then $\bar E=350/(1-0.24^2)=371.4$ GPa, $N=1000$ N/m and $D=3.095\times10^{-8}$ N m. The cutoff is $k_c=\sqrt{N/D}=0.1798$ µm⁻¹, and the peak is at $k_m=k_c/\sqrt3=0.1038$ µm⁻¹. These give the 34.95 µm and 60.54 µm of the opening. The condition $kh\ll1$ is reasonably met, with $k_mh=0.104$.

With a substrate viscosity of $3\times10^{11}$ Pa s, equation (8) gives

$$s_m=\frac{(1000)(1.038\times10^5)}{3(3\times10^{11})}=1.153\times10^{-4}\ \mathrm{s^{-1}},$$

and the amplitude grows by a factor $e$ in 2.41 h. Growth from 20 nm to 200 nm takes $\ln10$ such times, or 5.55 h.

This does not mean that one wavelength quickly displaces all others. With $y=k/k_m$, equation (6) becomes $s/s_m=(3y-y^3)/2$. A ripple twice as long as the fastest one has $y=1/2$ and still grows at $11/16$ of the peak rate. While the fastest ripple grows tenfold, the longer one grows by $10^{11/16}=4.87$. If both start equal, their amplitudes then differ by only a factor of about two. The wavelength $\lambda_m$ marks the peak of a broad band, which narrows as growth proceeds, for as long as the linear equations hold.

For a thin elastic scale under constant compressive force on a deep Newtonian liquid, the fastest-growing ripple is $\sqrt3$ times as long as the shortest unstable one, although it is only the peak of a broad band. It remains to be seen how this result changes with the depth and stretching of the substrate, the thickness and creep of the scale, and the other limits of the model.
